# Crystal Orbital Hamilton Population as a Partition of the Band Energy: test program

```python
"""
Crystal orbital Hamilton population (COHP): result under test.
For localized orbitals mu in cell 0 and nu in cell R, with H c = e S c at each k,
the band energy per cell is the sum over mu, nu, R of
    (2/N) sum_{k, occupied} Re[ conj(c_mu) c_nu exp(i k.R) H_mu,nu(R) ].
A bond collects both orders of its pair, hence twice one ordered term.
N: number of k points (= cells in the periodic ring); factor 2: spin.
H_mu,nu(R) = <mu, cell 0 | H | nu, cell R>; S is the overlap in the same form.
The k-space result is compared with real-space diagonalization of finite rings.
Energies are in eV, k in units of 1/a with a the cell length.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy import constants


def chain_blocks(values):
    """Blocks M(R) of the A-B chain: on-site A, B; short, long A-B; A-A."""
    a, b, short, long_, aa = values
    return {(0,): np.array([[a, short], [short, b]], float),
            (-1,): np.array([[aa, long_], [0.0, 0.0]]),
            (1,): np.array([[aa, 0.0], [long_, 0.0]])}


def k_mesh(lengths):
    axes = [2 * np.pi * np.fft.fftfreq(n) for n in lengths]
    return np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, len(lengths))


def bloch_matrix(blocks, k):
    return sum(np.exp(1j * np.dot(k, R)) * M for R, M in blocks.items())


def solve_k(h_blocks, s_blocks, ks):
    pairs = [eigh(bloch_matrix(h_blocks, k), bloch_matrix(s_blocks, k)) for k in ks]
    return np.array([p[0] for p in pairs]), np.array([p[1] for p in pairs])


def k_terms(blocks, ks, coeff, weight):
    """Ordered pair terms from the k-space formula, spin factor included."""
    out = {}
    for R, M in blocks.items():
        phase = np.exp(1j * ks @ np.array(R))
        dens = np.einsum("k,kmn,kvn,kn->mv", phase, coeff.conj(), coeff,
                         weight.astype(float)) / len(ks)
        out[R] = 2 * (dens * M).real
    return out


def ring_matrix(blocks, lengths):
    """Real-space matrix of the whole periodic cluster."""
    cells = list(np.ndindex(*lengths))
    m = next(iter(blocks.values())).shape[0]
    big = np.zeros((m * len(cells), m * len(cells)), complex)
    for i, T in enumerate(cells):
        for R, M in blocks.items():
            j = cell_index(np.add(T, R), lengths)
            big[m * i:m * i + m, m * j:m * j + m] += M
    return big.real.copy() if np.all(big.imag == 0) else big


def cell_index(T, lengths):
    return int(np.ravel_multi_index(tuple(np.mod(T, lengths)), lengths))


def ring_terms(blocks, big_h, vectors, occupied, lengths):
    """Ordered pair terms from the real-space density matrix."""
    m = next(iter(blocks.values())).shape[0]
    v = vectors[:, occupied]
    density = 2 * v @ v.conj().T
    out = {}
    for R in blocks:
        j = cell_index(R, lengths)
        out[R] = (density[m * j:m * j + m, :m].T * big_h[:m, m * j:m * j + m]).real
    return out


def chain_partition(t):
    """On-site A, on-site B, short bond, long bond, A-A bond."""
    return np.array([t[(0,)][0, 0], t[(0,)][1, 1], 2 * t[(0,)][0, 1],
                     2 * t[(-1,)][0, 1], 2 * t[(1,)][0, 0]])


# ---- General lattice: two dimensions, complex elements, three orbitals ----
rng = np.random.default_rng(7)


def random_blocks(scale, diagonal):
    def draw():
        return scale * (rng.uniform(-1, 1, (3, 3)) + 1j * rng.uniform(-1, 1, (3, 3)))
    first = draw()
    blocks = {(0, 0): (first + first.conj().T) / 2 + np.diag(diagonal)}
    for R in [(1, 0), (0, 1), (1, -1)]:
        M = draw()
        blocks[R] = M
        blocks[(-R[0], -R[1])] = M.conj().T
    return blocks


size2 = (5, 4)
h2, s2 = random_blocks(1.0, [-3.0, -1.0, 1.0]), random_blocks(0.02, [1.0, 1.0, 1.0])
big_h2, big_s2 = ring_matrix(h2, size2), ring_matrix(s2, size2)
levels2, vec2 = eigh(big_h2, big_s2)
n_occ2 = 25
assert levels2[n_occ2] - levels2[n_occ2 - 1] > 1e-6
cut2 = (levels2[n_occ2] + levels2[n_occ2 - 1]) / 2
ks2 = k_mesh(size2)
e2, c2 = solve_k(h2, s2, ks2)
from_k2 = k_terms(h2, ks2, c2, e2 < cut2)
from_ring2 = ring_terms(h2, big_h2, vec2, levels2 < cut2, size2)
dev2 = max(np.abs(from_k2[R] - from_ring2[R]).max() for R in h2)
energy2 = 2 * levels2[:n_occ2].sum() / np.prod(size2)
sum2 = sum(M.sum() for M in from_k2.values())
assert dev2 < 1e-9
assert abs(sum2 - energy2) < 1e-9

# ---- Model chain with round parameters ----
names = ["on-site A", "on-site B", "short A-B bond", "long A-B bond", "A-A bond"]
h_val = np.array([-10.0, -8.0, -4.0, -2.0, -0.5])
s_val = np.array([1.0, 1.0, 0.2, 0.1, 0.02])
n_cells = 199
size = (n_cells,)
hb, sb = chain_blocks(h_val), chain_blocks(s_val)
ks = k_mesh(size)
bands, coeff = solve_k(hb, sb, ks)
assert bands[:, 0].max() < bands[:, 1].min()
filled = np.zeros_like(bands, bool)
filled[:, 0] = True
icohp = chain_partition(k_terms(hb, ks, coeff, filled))
overlap_pop = chain_partition(k_terms(sb, ks, coeff, filled))

big_h, big_s = ring_matrix(hb, size), ring_matrix(sb, size)
levels, vectors = eigh(big_h, big_s)
lowest = np.arange(2 * n_cells) < n_cells
ring_part = chain_partition(ring_terms(hb, big_h, vectors, lowest, size))
e_band = 2 * levels[:n_cells].sum() / n_cells
assert np.allclose(icohp, ring_part, atol=1e-9)
assert abs(icohp.sum() - e_band) < 1e-9
assert abs(overlap_pop.sum() - 2) < 1e-9

# Convergence with the number of k points
ks_small = k_mesh((101,))
e_small, c_small = solve_k(hb, sb, ks_small)
f_small = np.zeros_like(e_small, bool)
f_small[:, 0] = True
mesh_change = np.abs(chain_partition(k_terms(hb, ks_small, c_small, f_small)) - icohp).max()
assert mesh_change < 1e-7


def ring_energy(h_values, s_values):
    """Band energy per cell from ring eigenvalues alone, two electrons per cell."""
    e = eigh(ring_matrix(chain_blocks(h_values), size),
             ring_matrix(chain_blocks(s_values), size), eigvals_only=True)
    return 2 * e[:n_cells].sum() / n_cells


# Parameter times energy derivative at fixed overlap
step = 1e-3
derivative_part = np.zeros(5)
for i in range(5):
    change = np.zeros(5)
    change[i] = step
    slope = (ring_energy(h_val + change, s_val) - ring_energy(h_val - change, s_val)) / (2 * step)
    derivative_part[i] = h_val[i] * slope
# central differences carry an error of order step squared
assert np.allclose(derivative_part, icohp, atol=2e-5)

# Energy-resolved formula against the real-space resolvent
e_probe, eta = -11.0, 0.2
resolvent = np.linalg.inv((e_probe + 1j * eta) * big_s - big_h)
lorentz = eta / np.pi / ((e_probe - bands) ** 2 + eta ** 2)
cohp_k = chain_partition(k_terms(hb, ks, coeff, lorentz))
b_previous = 2 * (n_cells - 1) + 1
cohp_g = np.array([-4 / np.pi * resolvent[1, 0].imag * h_val[2],
                   -4 / np.pi * resolvent[b_previous, 0].imag * h_val[3]])
assert np.allclose(cohp_k[2:4], cohp_g, atol=1e-9)

# Single lower-band states at the zone centre and zone edge
state_data = []
for k in (0.0, np.pi):
    k_one = np.array([[k]])
    e_one, c_one = solve_k(hb, sb, k_one)
    parts = chain_partition(k_terms(hb, k_one, c_one, np.array([[True, False]])))
    cosk = np.cos(k)
    h_aa, s_aa = h_val[0] + 2 * h_val[4] * cosk, s_val[0] + 2 * s_val[4] * cosk
    h_ab, s_ab = h_val[2] + h_val[3] * cosk, s_val[2] + s_val[3] * cosk
    secular = np.polysub(np.polymul([-s_aa, h_aa], [-1.0, h_val[1]]),
                         np.polymul([-s_ab, h_ab], [-s_ab, h_ab]))
    root = np.roots(secular).real.min()
    assert abs(root - e_one[0, 0]) < 1e-9
    assert abs(parts.sum() - 2 * root) < 1e-9
    c = c_one[0, :, 0]
    c = (c * np.exp(-1j * np.angle(c[0]))).real
    state_data.append((h_aa, s_aa, h_ab, s_ab, root, c, parts))
assert state_data[0][6][3] < 0 < state_data[1][6][3]


# Sign change of the long-bond contribution inside the lower band
def long_term(k):
    k_one = np.array([[k]])
    _, c_one = solve_k(hb, sb, k_one)
    return chain_partition(k_terms(hb, k_one, c_one, np.array([[True, False]])))[3]


k_cross = brentq(long_term, 1.0, 3.0, xtol=1e-12)
e_cross = solve_k(hb, sb, np.array([[k_cross]]))[0][0, 0]
cos_formula = -(h_val[3] - e_cross * s_val[3]) / (h_val[2] - e_cross * s_val[2])
assert abs(np.cos(k_cross) - cos_formula) < 1e-8
positive_k = ks[:, 0] >= 0
order = np.argsort(ks[positive_k, 0])
assert np.all(np.diff(bands[positive_k, 0][order]) > 0)
part_k = chain_partition(k_terms(hb, ks, coeff, bands < e_cross))
part_ring = chain_partition(ring_terms(hb, big_h, vectors, levels < e_cross, size))
assert np.allclose(part_k, part_ring, atol=1e-9)
assert abs(part_k.sum() - 2 * levels[levels < e_cross].sum() / n_cells) < 1e-9
ks_fine = k_mesh((6001,))
e_fine, c_fine = solve_k(hb, sb, ks_fine)
long_max = chain_partition(k_terms(hb, ks_fine, c_fine, e_fine < e_cross))[3]
electrons_cross = 2 * np.mean(e_fine[:, 0] < e_cross)
assert long_max < icohp[3]

# Shift of the energy zero, solved afresh
shift = 10.0
h_shift = h_val + shift * s_val
hb_shift = chain_blocks(h_shift)
_, c_shift = solve_k(hb_shift, sb, ks)
icohp_shift = chain_partition(k_terms(hb_shift, ks, c_shift, filled))
assert np.allclose(icohp_shift, icohp + shift * overlap_pop, atol=1e-9)
assert abs(icohp_shift.sum() - e_band - 2 * shift) < 1e-9

# Bloch sums with phases at atomic positions: matched and mismatched formula
position = np.array([0.0, 0.4])
offset = position[None, :] - position[:, None]
matched = mismatched = 0.0
for k in ks[:, 0]:
    hk = sum(np.exp(1j * k * (R[0] + offset)) * M for R, M in hb.items())
    sk = sum(np.exp(1j * k * (R[0] + offset)) * M for R, M in sb.items())
    c = eigh(hk, sk)[1][:, 0]
    product = 4 * c[0].conj() * c[1] * h_val[2] / n_cells
    matched += (product * np.exp(1j * k * offset[0, 1])).real
    mismatched += product.real
assert abs(matched - icohp[2]) < 1e-9
assert abs(mismatched - icohp[2]) > 0.05

# Removal of the short bond
h_cut, s_cut = h_val.copy(), s_val.copy()
h_cut[2] = s_cut[2] = 0.0
cost_fixed_s = ring_energy(h_cut, s_val) - e_band
cost_both = ring_energy(h_cut, s_cut) - e_band
assert cost_fixed_s <= -icohp[2] + 1e-9
assert abs(cost_both + icohp[2]) > 0.05

# ---- Output ----
print("MODEL CHAIN: H element (eV), overlap")
for name, h, s in zip(names, h_val, s_val):
    print(f"  {name}: {h:.1f} eV, {s:.2f}")
print(f"k points = cells in ring: {n_cells}; electrons per cell: 2")
print(f"lower band: {bands[:, 0].min():.4f} to {bands[:, 0].max():.4f} eV")
print(f"upper band: {bands[:, 1].min():.4f} to {bands[:, 1].max():.4f} eV")
print("PARTITION: energy term (eV per cell), electron population")
for name, e, p in zip(names, icohp, overlap_pop):
    print(f"  {name}: {e:.4f} eV, {p:.5f}")
print(f"sum of the five energy terms: {icohp.sum():.4f} eV")
print(f"band energy from ring eigenvalues: {e_band:.4f} eV")
to_kj = constants.e * constants.N_A / 1000
print(f"short-bond ICOHP: {icohp[2] * to_kj:.1f} kJ/mol")
print(f"largest change from 101 to 199 k points: {mesh_change:.1e} eV")
for label, data in zip(("k = 0", "k = pi/a"), state_data):
    h_aa, s_aa, h_ab, s_ab, root, c, parts = data
    print(f"LOWER STATE AT {label}, two electrons")
    print(f"  H_AA, H_AB: {h_aa:.2f}, {h_ab:.2f} eV; S_AA, S_AB: {s_aa:.2f}, {s_ab:.2f}")
    print(f"  energy {root:.4f} eV; c_A {c[0]:.5f}, c_B {c[1]:.5f}")
    print(f"  on-site A, B: {parts[0]:.4f}, {parts[1]:.4f} eV")
    print(f"  short, long, A-A: {parts[2]:.4f}, {parts[3]:.4f}, {parts[4]:.4f} eV")
    print(f"  sum of terms: {parts.sum():.4f} eV")
print("SIGN CHANGE OF THE LONG-BOND COHP IN THE LOWER BAND")
print(f"  ka = {k_cross:.5f} rad, cos(ka) = {np.cos(k_cross):.4f}, energy {e_cross:.4f} eV")
print(f"  electrons per cell below it: {electrons_cross:.3f}")
print(f"  long-bond ICOHP up to it: {long_max:.4f} eV")
print(f"BROADENED COHP at {e_probe:.1f} eV, half-width {eta:.1f} eV (eV per eV)")
print(f"  short, long, k formula: {cohp_k[2]:.4f}, {cohp_k[3]:.4f}")
print(f"  short, long, resolvent: {cohp_g[0]:.4f}, {cohp_g[1]:.4f}")
print(f"ENERGIES RAISED BY {shift:.1f} eV")
print(f"  short, long, A-A H elements: {h_shift[2]:.1f}, {h_shift[3]:.1f}, {h_shift[4]:.1f} eV")
print(f"  on-site A, B: {icohp_shift[0]:.4f}, {icohp_shift[1]:.4f} eV")
print(f"  short, long, A-A: {icohp_shift[2]:.4f}, {icohp_shift[3]:.4f}, {icohp_shift[4]:.4f} eV")
print(f"  band energy: {icohp_shift.sum():.4f} eV")
print(f"ATOMIC-POSITION PHASES, B at {position[1]:.1f} a: short-bond ICOHP")
print(f"  matched phase {matched:.4f} eV; mismatched phase {mismatched:.3f} eV")
print("COST OF REMOVING THE SHORT BOND (eV per cell)")
print(f"  H element only, overlap kept: {cost_fixed_s:.4f} eV")
print(f"  H element and overlap: {cost_both:.4f} eV")
print(f"RANDOM 2D LATTICE, 5 x 4 cells: largest pair-term deviation below 1e-9 eV: {dev2 < 1e-9}")
print(f"  sum of terms {sum2:.6f} eV; band energy {energy2:.6f} eV")
print("finished without a failed check")
```

It prints:

```
MODEL CHAIN: H element (eV), overlap
  on-site A: -10.0 eV, 1.00
  on-site B: -8.0 eV, 1.00
  short A-B bond: -4.0 eV, 0.20
  long A-B bond: -2.0 eV, 0.10
  A-A bond: -0.5 eV, 0.02
k points = cells in ring: 199; electrons per cell: 2
lower band: -11.9773 to -9.9247 eV
upper band: -7.2121 to -4.5700 eV
PARTITION: energy term (eV per cell), electron population
  on-site A: -12.5434 eV, 1.25434
  on-site B: -3.5112 eV, 0.43890
  short A-B bond: -5.5298 eV, 0.27649
  long A-B bond: -0.6693 eV, 0.03346
  A-A bond: 0.0798 eV, -0.00319
sum of the five energy terms: -22.1738 eV
band energy from ring eigenvalues: -22.1738 eV
short-bond ICOHP: -533.5 kJ/mol
largest change from 101 to 199 k points: 7.1e-15 eV
LOWER STATE AT k = 0, two electrons
  H_AA, H_AB: -11.00, -6.00 eV; S_AA, S_AB: 1.04, 0.30
  energy -11.9773 eV; c_A 0.75180, c_B 0.45494
  on-site A, B: -11.3042, -3.3115 eV
  short, long, A-A: -5.4724, -2.7362, -1.1304 eV
  sum of terms: -23.9547 eV
LOWER STATE AT k = pi/a, two electrons
  H_AA, H_AB: -9.00, -2.00 eV; S_AA, S_AB: 0.96, 0.10
  energy -9.9245 eV; c_A 0.86425, c_B 0.45248
  on-site A, B: -14.9387, -3.2757 eV
  short, long, A-A: -6.2569, 3.1284, 1.4939 eV
  sum of terms: -19.8490 eV
SIGN CHANGE OF THE LONG-BOND COHP IN THE LOWER BAND
  ka = 2.09440 rad, cos(ka) = -0.5000, energy -10.6838 eV
  electrons per cell below it: 1.333
  long-bond ICOHP up to it: -1.2639 eV
BROADENED COHP at -11.0 eV, half-width 0.2 eV (eV per eV)
  short, long, k formula: -1.6591, -0.2584
  short, long, resolvent: -1.6591, -0.2584
ENERGIES RAISED BY 10.0 eV
  short, long, A-A H elements: -2.0, -1.0, -0.3 eV
  on-site A, B: 0.0000, 0.8778 eV
  short, long, A-A: -2.7649, -0.3346, 0.0479 eV
  band energy: -2.1738 eV
ATOMIC-POSITION PHASES, B at 0.4 a: short-bond ICOHP
  matched phase -5.5298 eV; mismatched phase -5.359 eV
COST OF REMOVING THE SHORT BOND (eV per cell)
  H element only, overlap kept: -1.0794 eV
  H element and overlap: 1.3955 eV
RANDOM 2D LATTICE, 5 x 4 cells: largest pair-term deviation below 1e-9 eV: True
  sum of terms -11.918820 eV; band energy -11.918820 eV
finished without a failed check
```
